# Uniform Pressure in Radially Flowing Oxide on Curved Silicon: a program that tests the result

```python
"""
Result under test: in a cylindrical oxide shell (Newtonian, incompressible,
uniform viscosity eta, purely radial slow flow) the pressure is uniform,
    p = -2 eta C / b^2,   v = C / r,   C = +-(Omega - 1) a s,
with + for a convex silicon surface (p < 0, tension) and - for a concave one
(p > 0, compression).
a: radius of the silicon/oxide interface, b: radius of the free oxide surface,
s: speed of silicon consumption, Omega: oxide/silicon volume ratio,
R = Omega s: oxide growth rate. Pressure is measured from the ambient.
Lengths are in nm, times in s, stresses in Pa unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B
from scipy.integrate import quad

# ---------- rough round parameters: diluted steam, silicon ----------
T = 1373.0              # K
eta = 5e11              # Pa s
R = 0.1                 # nm/s
Omega = 2.25
a = 1000.0              # nm
thickness = 200.0       # nm
V_shear = 0.3           # nm^3, activation volume of shear-thinning
V_diff = 0.075          # nm^3, activation volume of oxidant diffusion
V_react = 0.0125        # nm^3, activation volume of interface reaction
gamma = 0.3             # N/m, surface tension
G_shear, K_bulk = 31e9, 37e9   # Pa, elastic moduli of the oxide
density = 2200.0        # kg/m^3
anisotropy = 0.10       # relative fourfold amplitude of the growth rate
s = R / Omega
kT = k_B * T
tau0 = 2 * kT / (V_shear * 1e-27)

# ---------- Cartesian check of the Stokes equation ----------
x, y, c = sp.symbols("x y c", positive=True)
vx, vy = c * x / (x**2 + y**2), c * y / (x**2 + y**2)
assert sp.simplify(sp.diff(vx, x) + sp.diff(vy, y)) == 0
for comp in (vx, vy):
    assert sp.simplify(sp.diff(comp, x, 2) + sp.diff(comp, y, 2)) == 0


def chebyshev(n):
    """Nodes from 1 to -1 and the differentiation matrix."""
    nodes = np.cos(np.pi * np.arange(n + 1) / n)
    w = np.ones(n + 1)
    w[0] = w[-1] = 2.0
    w *= (-1.0) ** np.arange(n + 1)
    diff = nodes[:, None] - nodes[None, :]
    D = np.outer(w, 1 / w) / (diff + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    return nodes, D


def solve_shell(rho, visc, n=28):
    """Unknown v(r), p(r); interface at r=1 with v=1, free surface at r=rho.
    Units: length a, velocity v(a), pressure eta v(a)/a; visc = eta(r)/eta."""
    nodes, D = chebyshev(n)
    r = 1 + (rho - 1) * (1 - nodes) / 2
    D = D * (-2 / (rho - 1))
    eye, zero = np.eye(n + 1), np.zeros((n + 1, n + 1))
    h = np.diag(visc(r))
    inv_r = np.diag(1 / r)
    s_rr = np.hstack([2 * h @ D, -eye])
    s_tt = np.hstack([2 * h @ inv_r, -eye])
    continuity = np.hstack([D + inv_r, zero])
    momentum = D @ s_rr + inv_r @ (s_rr - s_tt)
    rhs = np.zeros(2 * n + 2)
    continuity[0] = 0.0
    continuity[0, 0] = 1.0          # prescribed interface velocity
    rhs[0] = 1.0
    momentum[-1] = s_rr[-1]         # traction-free surface
    sol = np.linalg.solve(np.vstack([continuity, momentum]), rhs)
    return r, sol[:n + 1], sol[n + 1:], s_rr @ sol, s_tt @ sol


def fourfold(rho, m=4):
    """Stokes flow for radial interface velocity cos(m theta), bonded interface,
    free surface; stream function f(r) sin(m theta). Same units as above.
    Returns the largest pressure amplitude in the shell."""
    q = np.array([m, -m, m + 2, 2 - m], float)
    f0 = lambda r: r**q
    f1 = lambda r: q * r**(q - 1)
    f2 = lambda r: q * (q - 1) * r**(q - 2)
    pres = lambda r: np.array([0, 0, 4*(m + 1)*r**m, 4*(m - 1)*r**(-m)])
    e_rr = lambda r: m * (f1(r) / r - f0(r) / r**2)
    e_rt = lambda r: 0.5 * (-f2(r) + f1(r) / r - m**2 * f0(r) / r**2)
    one = 1.0
    A = np.array([m * f0(one), f1(one), -pres(rho) + 2 * e_rr(rho), e_rt(rho)])
    coef = np.linalg.solve(A, np.array([1.0, 0, 0, 0]))
    power = -(-pres(one) + 2 * e_rr(one)) @ coef
    loss = quad(lambda r: 4 * r * ((e_rr(r) @ coef)**2 + (e_rt(r) @ coef)**2),
                1.0, rho, epsabs=1e-12, epsrel=1e-11)[0]
    assert abs(power / loss - 1) < 1e-7
    return max(abs(pres(r) @ coef) for r in np.linspace(1, rho, 401))


results = {}
for name, sign in (("convex", 1), ("concave", -1)):
    b = a + sign * thickness
    C = sign * (Omega - 1) * a * s
    v_a = C / a
    p = -2 * eta * C / b**2
    srr_a = 2 * eta * C * (1 / b**2 - 1 / a**2)
    stt_a = 2 * eta * C * (1 / b**2 + 1 / a**2)
    stt_b = 4 * eta * C / b**2

    # velocity from area bookkeeping when a thin silicon ring is converted
    def moved(r, d):
        a_new = a - sign * d
        return np.sqrt(a_new**2 + r**2 - a**2 + Omega * (a**2 - a_new**2))

    def v_area(r, d=0.01):
        return (moved(r, d) - moved(r, -d)) / (2 * d / s)

    for r in np.linspace(a, b, 5):
        assert abs(v_area(r) / (C / r) - 1) < 1e-7

    # full boundary-value solution, uniform viscosity
    rho = b / a
    unit = eta * v_a / a
    r, v, pn, srr, stt = solve_shell(rho, lambda r: np.ones_like(r))
    assert np.max(abs(v * v_a - C / (r * a))) < 1e-7 * abs(v_a)
    assert np.max(abs(pn * unit - p)) < 1e-6 * abs(p)
    assert np.all(sign * pn * unit < 0)
    assert abs(srr[0] * unit / srr_a - 1) < 1e-5 and srr[0] * unit < 0
    assert abs(stt[0] * unit / stt_a - 1) < 1e-5
    assert abs(stt[-1] * unit / stt_b - 1) < 1e-5

    # interface power equals viscous dissipation, velocity from bookkeeping
    loss = quad(lambda r: 4 * eta * (v_area(r) / r)**2 * 2 * np.pi * r,
                min(a, b), max(a, b), epsrel=1e-9)[0]
    power = -sign * 2 * np.pi * a * srr_a * v_a
    assert abs(power / loss - 1) < 1e-6

    # graded viscosity: dp/dr = -(2C/r^2) d(eta)/dr
    graded = lambda r: 1 + 0.5 * (r - 1) / (rho - 1)
    pg = solve_shell(rho, graded)[2]
    slope = 0.5 / (rho - 1)
    drop = quad(lambda r: -2 * slope / r**2, 1, rho)[0]
    assert abs((pg[-1] - pg[0]) / drop - 1) < 1e-6
    assert abs(drop) > 0.1

    # shear-thinning shell
    def thinned(r):
        z = 2 * eta * abs(C) / ((r * a)**2 * tau0)
        return np.arcsinh(z) / z

    pe = solve_shell(rho, thinned)[2] * unit
    hstep = 1e-5
    change = quad(lambda r: -(thinned(r + hstep) - thinned(r - hstep))
                  / hstep / r**2, 1, rho)[0] * unit
    assert abs((pe[-1] - pe[0]) / change - 1) < 1e-4

    results[name] = dict(
        b=b, C=C, v_a=v_a, v_b=C / b, p=p / 1e6, srr_a=srr_a / 1e6,
        stt_a=stt_a / 1e6, stt_b=stt_b / 1e6,
        tau_a=2 * eta * abs(C) / a**2 / 1e6,
        tau_b=2 * eta * abs(C) / b**2 / 1e6,
        diff=np.exp(-p * V_diff * 1e-27 / kT),
        react=np.exp(srr_a * V_react * 1e-27 / kT),
        pe_a=pe[0] / 1e6, pe_b=pe[-1] / 1e6,
        thin_a=float(thinned(1.0)), thin_b=float(thinned(rho)),
        aniso=100 * anisotropy * fourfold(rho) * abs(unit / p),
        surf=sign * gamma / (b * 1e-9) / 1e6,
        comp=100 * abs(p) / K_bulk,
        reynolds=density * abs(C) * 1e-18 / eta)


def show(label, key, unit, fmt):
    u, w = results["convex"][key], results["concave"][key]
    print(f"{label}: convex {u:{fmt}}, concave {w:{fmt}} {unit}")


print(f"Temperature: {T:.0f} K")
print(f"Viscosity: {eta:.1e} Pa s")
print(f"Oxide growth rate R: {R:.3f} nm/s")
print(f"Volume ratio Omega: {Omega:.2f}")
print(f"Silicon consumption speed s: {s:.5f} nm/s")
print(f"Interface radius a: {a:.0f} nm")
print(f"Oxide thickness: {thickness:.0f} nm")
show("Free-surface radius b", "b", "nm", ".0f")
show("Flow constant C", "C", "nm^2/s", ".2f")
show("Oxide velocity at interface", "v_a", "nm/s", ".5f")
show("Oxide velocity at free surface", "v_b", "nm/s", ".5f")
show("Uniform pressure p", "p", "MPa", ".2f")
show("Radial stress at interface", "srr_a", "MPa", ".2f")
show("Hoop stress at interface", "stt_a", "MPa", ".2f")
show("Hoop stress at free surface", "stt_b", "MPa", ".2f")
show("Shear stress at interface", "tau_a", "MPa", ".2f")
show("Shear stress at free surface", "tau_b", "MPa", ".2f")
print("-- effect of stress on oxidation (rough activation volumes)")
print(f"Activation volume, diffusion: {V_diff:.4f} nm^3")
print(f"Activation volume, reaction: {V_react:.4f} nm^3")
show("Diffusivity factor", "diff", "(no unit)", ".3f")
show("Reaction-rate factor", "react", "(no unit)", ".3f")
print("-- neglected effects")
print(f"Activation volume, shear-thinning: {V_shear:.2f} nm^3")
print(f"Shear-thinning stress scale tau0: {tau0/1e6:.1f} MPa")
show("Thinned/full viscosity at interface", "thin_a", "(no unit)", ".3f")
show("Thinned/full viscosity at surface", "thin_b", "(no unit)", ".3f")
show("Thinned pressure at interface", "pe_a", "MPa", ".2f")
show("Thinned pressure at surface", "pe_b", "MPa", ".2f")
print(f"Fourfold growth-rate amplitude: {100*anisotropy:.0f} %")
show("Largest fourfold pressure amplitude / |p|", "aniso", "%", ".1f")
print(f"Surface tension: {gamma:.2f} N/m")
show("Pressure shift by surface tension", "surf", "MPa", ".3f")
t_relax = eta / G_shear
print(f"Oxide shear modulus: {G_shear/1e9:.0f} GPa")
print(f"Elastic relaxation time eta/G: {t_relax:.1f} s")
print(f"Growth time thickness/R: {thickness/R:.0f} s")
print(f"Oxide grown in one relaxation time: {R*t_relax:.2f} nm")
print(f"Oxide bulk modulus: {K_bulk/1e9:.0f} GPa")
show("Volume strain |p|/K", "comp", "%", ".3f")
show("Reynolds number", "reynolds", "(no unit)", ".1e")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 1373 K
Viscosity: 5.0e+11 Pa s
Oxide growth rate R: 0.100 nm/s
Volume ratio Omega: 2.25
Silicon consumption speed s: 0.04444 nm/s
Interface radius a: 1000 nm
Oxide thickness: 200 nm
Free-surface radius b: convex 1200, concave 800 nm
Flow constant C: convex 55.56, concave -55.56 nm^2/s
Oxide velocity at interface: convex 0.05556, concave -0.05556 nm/s
Oxide velocity at free surface: convex 0.04630, concave -0.06944 nm/s
Uniform pressure p: convex -38.58, concave 86.81 MPa
Radial stress at interface: convex -16.98, concave -31.25 MPa
Hoop stress at interface: convex 94.14, concave -142.36 MPa
Hoop stress at free surface: convex 77.16, concave -173.61 MPa
Shear stress at interface: convex 55.56, concave 55.56 MPa
Shear stress at free surface: convex 38.58, concave 86.81 MPa
-- effect of stress on oxidation (rough activation volumes)
Activation volume, diffusion: 0.0750 nm^3
Activation volume, reaction: 0.0125 nm^3
Diffusivity factor: convex 1.165, concave 0.709 (no unit)
Reaction-rate factor: convex 0.989, concave 0.980 (no unit)
-- neglected effects
Activation volume, shear-thinning: 0.30 nm^3
Shear-thinning stress scale tau0: 126.4 MPa
Thinned/full viscosity at interface: convex 0.970, concave 0.970 (no unit)
Thinned/full viscosity at surface: convex 0.985, concave 0.934 (no unit)
Thinned pressure at interface: convex -37.30, concave 83.69 MPa
Thinned pressure at surface: convex -38.00, concave 81.12 MPa
Fourfold growth-rate amplitude: 10 %
Largest fourfold pressure amplitude / |p|: convex 23.4, concave 12.0 %
Surface tension: 0.30 N/m
Pressure shift by surface tension: convex 0.250, concave -0.375 MPa
Oxide shear modulus: 31 GPa
Elastic relaxation time eta/G: 16.1 s
Growth time thickness/R: 2000 s
Oxide grown in one relaxation time: 1.61 nm
Oxide bulk modulus: 37 GPa
Volume strain |p|/K: convex 0.104, concave 0.235 %
Reynolds number: convex 2.4e-25, concave 2.4e-25 (no unit)
ALL CHECKS PASSED
```
